\section*{Film stress from wafer curvature with Stoney's formula}

\section*{Problem}

A 50 nm film of Si$_{0.8}$Ge$_{0.2}$ is grown on one face of a silicon (001) wafer of radius $R=100$ mm and thickness $h_s=725\,\mu$m. The wafer stands upright while its curvature is read, so that gravity does not bend it. Curvature is positive when the film side is concave. The readings, chosen for this exercise, are
\[
\kappa_{\rm before}=+0.0012\ {\rm m^{-1}},\qquad
\kappa_{\rm after}=-0.0032\ {\rm m^{-1}} .
\]
The standard errors, taken as independent, are $5\times10^{-5}\ {\rm m^{-1}}$ for each curvature, $1\,\mu$m for $h_s$ and 1 nm for the film thickness $h_f$.

Rough room-temperature constants $(C_{11},C_{12},C_{44})$ are $(165.7,\,63.9,\,79.6)$ GPa for Si and $(128.5,\,48.3,\,66.8)$ GPa for Ge. The lattice parameters are 0.5431 nm and 0.5658 nm. Interpolate linearly for the alloy.

\begin{enumerate}
\item[(a)] Find the biaxial modulus of the substrate, the ratio of stress to strain under equal in-plane stretching.
\item[(b)] Derive the relation between film stress and curvature change for a thin film. State where thinness is used.
\item[(c)] Find the film stress and its standard error.
\item[(d)] Compare it with the stress of a fully coherent film.
\item[(e)] Find the stress in the substrate, and size the effects left out.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Biaxial modulus}

Let the in-plane strains be equal, $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$, with no shear. The faces are free, so $\sigma_{zz}=0$. For a cubic crystal with $z$ along [001],
\[
0=\sigma_{zz}=2C_{12}\varepsilon+C_{11}\varepsilon_{zz}
\quad\Rightarrow\quad
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,\varepsilon .
\]
The in-plane stress is then
\[
\sigma_{xx}=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{zz}=M\varepsilon,
\qquad
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}},
\]
and $\sigma_{yy}$ is the same. Equal normal components without shear keep their form when the axes are turned about $z$, so $M$ holds for every in-plane direction. For silicon,
\[
M_s=165.7+63.9-\frac{2(63.9)^2}{165.7}=180.3\ {\rm GPa}.
\]
For an isotropic substrate, $\varepsilon=(\sigma-\nu_s\sigma)/E_s$ gives $M_s=E_s/(1-\nu_s)$.

\subsection*{(b) Curvature and film stress}

Measure $z$ from the midplane of the substrate toward the film. Take first a wafer that is flat before growth. Far from the edge, compared with $h_s$, a thin plate bent to curvature $\kappa$ has the in-plane strain
\[
\varepsilon(z)=\varepsilon_0-\kappa z .
\]
The minus sign follows from the convention: when the film side is concave, it is shortened. Let $\varepsilon_m$ be the elastic strain the film would have on a rigidly flat substrate. Tension is positive, and
\[
\sigma=M_s(\varepsilon_0-\kappa z)\ \hbox{(substrate)},\qquad
\sigma=M_f(\varepsilon_0-\kappa z+\varepsilon_m)\ \hbox{(film)} .
\]
Equal curvatures in $x$ and $y$ are assumed here. Within each layer the stress is then the same in $x$ and $y$, so one force balance and one moment balance suffice. Since the elastic energy is a positive definite quadratic form, this equilibrium is the only one in linear theory.

Let $\sigma_f$ be the mean film stress and $z_c=(h_s+h_f)/2$ the height of the film's midplane. In the film, $\sigma=\sigma_f-M_f\kappa(z-z_c)$. No external force acts on the wafer, so
\begin{equation}
\sigma_f h_f+M_s h_s\varepsilon_0=0 .
\label{force}
\end{equation}
The moment $\int\sigma z\,dz$ must vanish too. The substrate gives $-M_s\kappa h_s^3/12$. The film gives $\sigma_fh_fz_c-M_f\kappa h_f^3/12$. Hence
\begin{equation}
\frac{\kappa}{12}\left(M_sh_s^3+M_fh_f^3\right)
=\frac{\sigma_fh_f(h_s+h_f)}{2}.
\label{moment}
\end{equation}
With $r=h_f/h_s$ and $m=M_f/M_s$, solving for $\sigma_f$ gives
\begin{equation}
\sigma_f=\frac{M_sh_s^2\kappa}{6h_f}\;\frac{1+mr^3}{1+r}.
\label{full}
\end{equation}
Thinness enters here. For $r\ll1$ and $m$ not large, the last factor is $1-r$ to first order and may be set to one.

If the wafer was already curved before growth, the film adds its curvature to the initial one, because the theory is linear. The change $\Delta\kappa=\kappa_{\rm after}-\kappa_{\rm before}$ therefore takes the place of $\kappa$:
\begin{equation}
\boxed{\;\sigma_f=\frac{M_sh_s^2\,\Delta\kappa}{6h_f}\;}
\label{stoney}
\end{equation}
This is Stoney's formula. It contains the biaxial modulus of the substrate but not that of the film: the substrate responds to the force per width $\sigma_fh_f$, whatever elastic constants produced it.

The misfit may also vary through the film. A stress deviation of zero mean and greatest size $s$ adds a moment of at most $sh_f^2/4$, since $\int|z-z_c|\,dz=h_f^2/4$. Relative to the main moment $\sigma_fh_fh_s/2$ this is at most $(s/|\sigma_f|)\,r/2$. Stoney's formula thus gives the mean stress of a graded film with a relative error of order $r$, provided $s$ is not much larger than $|\sigma_f|$.

Equation (\ref{full}) was tested against a plate of two anisotropic layers whose three strains and three curvatures were all left free. At $r=0.05$, with the film's own stiffness and with three times that stiffness, the two agreed to one part in $10^9$, and the curvature was the same in both directions.

\subsection*{(c) The numbers}

The curvature change is
\[
\Delta\kappa=-0.0032-0.0012=-0.0044\ {\rm m^{-1}},
\]
a radius of curvature of 227 m. The bow between centre and edge is $|\Delta\kappa|R^2/2=22\,\mu$m. Stoney's formula gives
\[
\sigma_f=\frac{(180.3\times10^9\,{\rm Pa})(725\times10^{-6}\,{\rm m})^2(-0.0044\,{\rm m^{-1}})}
{6\,(50\times10^{-9}\,{\rm m})}
=-1.39\times10^{9}\ {\rm Pa}.
\]
The film is under a compression of 1.39 GPa, or 1390 MPa. It pushes outward on its side of the wafer and makes that side convex.

For the error, take the logarithm of (\ref{stoney}) and differentiate:
\[
\frac{\delta\sigma_f}{\sigma_f}
=\frac{\delta(\Delta\kappa)}{\Delta\kappa}
+2\,\frac{\delta h_s}{h_s}-\frac{\delta h_f}{h_f}.
\]
For independent errors the squares of the terms add. The two curvature readings together contribute $\sqrt2\,(5\times10^{-5})/0.0044=1.61\%$, the substrate thickness $2(1/725)=0.28\%$, and the film thickness $1/50=2.00\%$. The sum in quadrature is $2.6\%$, so
\[
\sigma_f=-1.39\pm0.04\ {\rm GPa}.
\]
An error in $M_s$, not included here, would pass to the stress in full proportion. For a film ten times thinner under the same stress, $\Delta\kappa$ would be ten times smaller. With the same curvature errors, their share would rise to about 16\%.

Three wrong inputs show what matters. Young's modulus along [100], 130.1 GPa, in place of $M_s$ gives $-1.00$ GPa. The biaxial modulus of a (111) wafer, 229.1 GPa, gives $-1.77$ GPa. Leaving out the initial curvature gives $-1.01$ GPa. Each is off by between a quarter and a third of the stress found above.

\subsection*{(d) Comparison with a coherent film}

The unstrained alloy has the lattice parameter
\[
a_f=0.8(0.5431)+0.2(0.5658)=0.54764\ {\rm nm}.
\]
A coherent film takes over the in-plane spacing $a_s$ of the substrate, which requires
\[
\varepsilon_m=\frac{a_s-a_f}{a_f}
=\frac{0.5431-0.54764}{0.54764}=-0.83\% .
\]
The interpolated elastic constants give $M_f=172.4$ GPa, and the coherent stress is $M_f\varepsilon_m=-1.43$ GPa. The stress from curvature is 0.973 of this value. The shortfall of 2.7\% is about one standard error, so, with the interpolated constants and linear elasticity, these readings are compatible with full coherency but cannot exclude a relaxation of a few per cent. For a real film the linear lattice parameter is too rough for this comparison. The measured lattice parameter of Si-Ge alloys lies below the straight line, by about 0.0004 nm at this composition. That is a tiny part of $a_f$ but about a tenth of the misfit, and it would reduce the coherent stress to about $-1.3$ GPa. The stress from curvature would then exceed the coherent value by about 7\%. Linear elasticity is also too rough at a strain of $-0.8\%$: with literature third-order elastic constants the alloy stiffens under compression and the coherent stress grows in size by 2 to 3\%, as much as the shortfall itself. A test of coherency at the level of a few per cent therefore needs a measured alloy lattice parameter and the third-order constants. Because the readings were chosen, the agreement says nothing about a real film.

\subsection*{(e) Substrate stress and neglected effects}

\paragraph{Substrate stress.} From (\ref{force}), $M_s\varepsilon_0=-\sigma_fr$. From (\ref{stoney}), $M_s\kappa h_s/2=3\sigma_fr$, where $\kappa$ now means the part due to the film. At the two faces,
\[
\sigma(+h_s/2)=-\sigma_fr-3\sigma_fr=-4\sigma_fr,\qquad
\sigma(-h_s/2)=-\sigma_fr+3\sigma_fr=+2\sigma_fr .
\]
With $r=6.9\times10^{-5}$ these are $+0.38$ MPa next to the film and $-0.19$ MPa at the back, thousands of times smaller than the film stress. The strain vanishes at $z=\varepsilon_0/\kappa=-h_s/6$, which lies $2h_s/3$ below the interface.

\paragraph{Finite film thickness.} The last factor in (\ref{full}) changes the mean stress by $-0.007\%$. A separate question is how far the Stoney value lies from $M_f\varepsilon_m$, the stress on a rigidly flat substrate, part of which is released as the wafer bends and changes its length. From the film law at $z_c$ and (\ref{force}),
\[
M_f\varepsilon_m=\sigma_f-M_f\varepsilon_0+M_f\kappa z_c
=\sigma_f(1+mr)+M_f\kappa\,\frac{h_s+h_f}{2}.
\]
Let $\sigma_{\rm St}$ be the Stoney value. The last term equals $3mr(1+r)\sigma_{\rm St}$, and inserting (\ref{full}) for $\sigma_f$ gives
\[
\frac{M_f\varepsilon_m}{\sigma_{\rm St}}
=\frac{(1+mr)(1+mr^3)+3mr(1+r)^2}{1+r}
=\frac{1+4mr+6mr^2+4mr^3+m^2r^4}{1+r}.
\]
This differs from one by about $(4m-1)r=0.02\%$. As far as the film thickness is concerned, the measured stress can thus be compared directly with the stress on a flat substrate, as was done in (d).

\paragraph{Stretching.} A flat disc cannot become a spherical cap without in-plane strain. For an isotropic disc held to the shape $w=\kappa r^2/2$, where $r$ is now the radial coordinate, $\varepsilon_r=u'+\kappa^2r^2/2$ and $\varepsilon_\theta=u/r$. Eliminating the radial displacement $u$ gives $\varepsilon_r-(r\varepsilon_\theta)'=\kappa^2r^2/2$. This, the equilibrium condition $\sigma_\theta=(r\sigma_r)'$ and the free edge are satisfied by
\[
\sigma_r=\frac{E\kappa^2}{16}(R^2-r^2),\qquad
\sigma_\theta=\frac{E\kappa^2}{16}(R^2-3r^2).
\]
Integrating the energy density $(\sigma_r^2+\sigma_\theta^2-2\nu\sigma_r\sigma_\theta)/2E$ over the disc gives $U_m=\pi Eh_s\kappa^4R^6/384$. The bending energy is $U_b=\pi R^2M_sh_s^3\kappa^2/12$. The film's driving term is linear in $\kappa$, so the film stress needed for a given $\kappa$ rises by the fraction
\[
\frac{dU_m/d\kappa}{dU_b/d\kappa}
=\frac{E\kappa^2R^4}{16M_sh_s^2}
=(1-\nu)\left(\frac{\kappa R^2}{4h_s}\right)^2 .
\]
For a wafer that was flat before growth, with $|\kappa|=0.0044\ {\rm m^{-1}}$ and $\nu=0.16$ from an in-plane average of the silicon constants, this is $0.02\%$. Only the order of magnitude carries over to the present wafer, because a free wafer does not stay exactly spherical and an initial curvature changes the stretching. For a free wafer that was flat before growth, the fraction is about $0.04\%$ if the curvature is read at the centre and $0.03\%$ if it is taken from the bow. At small deflection the fraction grows as $\kappa^2$. When the bow equals $h_s$ it is about $20\%$ for the forced spherical shape, and for a free axisymmetric wafer about $30\%$ judged by the bow and $50\%$ judged by the centre curvature, so the linear formula is then no longer accurate.

\paragraph{Gravity.} Suppose the wafer lay on a horizontal ring at its edge. Its weight per area is $q=\rho gh_s$, with $\rho=2330$ kg/m$^3$, and its averaged bending stiffness is $D=4.94$ N\,m. The downward deflection obeys $D\nabla^4w=q$ with $w=0$ and $w''+\nu w'/r=0$ at $r=R$. The solution is
\[
w=\frac{q}{64D}(R^2-r^2)\left(\frac{5+\nu}{1+\nu}R^2-r^2\right).
\]
At the centre the sag is $23\,\mu$m and the curvature has the size
\[
\frac{(3+\nu)\,qR^2}{16(1+\nu)D}=0.0057\ {\rm m^{-1}},
\]
more than the film's own 0.0044 m$^{-1}$. In linear theory the sag cancels if both readings use the same horizontal support and the same face up. It does not cancel if one reading is taken upright and the other lying flat.

\paragraph{Temperature.} With rough expansion coefficients of $2.6\times10^{-6}$ K$^{-1}$ for Si and $5.9\times10^{-6}$ K$^{-1}$ for Ge, the alloy expands faster than the wafer by $0.66\times10^{-6}$ K$^{-1}$. Heating a coherent film by 100 K, with elastic constants held fixed, adds about 11 MPa of compression, or 0.8\% of the stress. This is a real change of the stress and not an error of the formula, so the temperature of the reading should be stated.

\paragraph{The real case.} The wafer dimensions are those of a common 200 mm silicon wafer, and the alloy composition is a realistic one. Coherency has to be checked in a real film: 50 nm is about four times the equilibrium (Matthews--Blakeslee) critical thickness of some 12 to 14 nm for this alloy, so a coherent film is only metastable. Misfit dislocations can relax part of the strain, and each per cent of relaxation lowers the coherent stress by about 0.014 GPa. Stoney's formula still gives the mean stress if the relaxation is laterally uniform and equal in both in-plane directions, but that stress is then no longer the coherent value found in (d). If film thickness or stress varies across the wafer, local curvature no longer gives local stress through (\ref{stoney}), because distant parts of the film also bend the plate.

\section*{Computed values}
\begin{verbatim}
Si C11, C12, C44: 165.7, 63.9, 79.6 GPa
Ge C11, C12, C44: 128.5, 48.3, 66.8 GPa
lattice parameters Si, Ge: 0.5431, 0.5658 nm
Ge fraction of film: 0.20
substrate thickness: 725 um
film thickness: 50 nm
wafer radius: 100 mm
curvature before growth: +0.0012 1/m
curvature after growth: -0.0032 1/m
biaxial modulus Si(001): 180.3 GPa
biaxial modulus Si(111): 229.1 GPa
Young's modulus Si [100]: 130.1 GPa
Young's modulus Si [110]: 169.1 GPa
biaxial modulus of film: 172.4 GPa
curvature change: -0.0044 1/m
radius of curvature (size): 227.3 m
bow from film (size): 22.0 um
film force per width: -69.50 N/m
FILM STRESS (Stoney): -1.390 GPa
FILM STRESS (Stoney): -1390 MPa
reading errors: curvature 5e-05 1/m each,
  substrate 1 um, film 1 nm
error shares (curv, sub, film): 1.61, 0.28, 2.00 %
combined error: 2.6 %
combined error: 0.036 GPa
film lattice parameter, unstrained: 0.54764 nm
coherent misfit strain: -0.829 %
coherent film stress: -1.429 GPa
curvature change if coherent: -0.00452 1/m
Stoney stress / coherent stress: 0.973
substrate stress at interface: +0.383 MPa
substrate stress at back face: -0.192 MPa
neutral plane depth / h_s: 0.6667
with E[100] for M_s: -1.003 GPa
with M of (111): -1.766 GPa
without initial curvature: -1.011 GPa
thickness ratio h_f/h_s: 6.90e-05
mean-stress correction: -0.0069 %
flat-state correction: +0.0195 %
membrane stretching correction: +0.0193 %
expansion Si, Ge: 2.6, 5.9 1e-6/K
stress change on heating 100 K: -11.3 MPa
density of Si: 2330 kg/m3
averaged in-plane Poisson ratio: 0.160
plate bending stiffness: 4.94 N m
gravity sag, ring support: 23.3 um
gravity curvature at centre (size): 0.0057 1/m
\end{verbatim}
